# Exact tunnelling through a 5 nm, 0.3 eV barrier at half height

## Question

I am estimating source-drain tunnelling in a very short silicon transistor. My crude model of the channel is a rectangular barrier, 5 nm long and 0.3 eV high, with effective mass $0.19\,m_0$. I want the transmission for an electron whose energy is half the barrier height.

I used $T\approx e^{-2\kappa L}$ and got about $1.8\times10^{-4}$. I don't know what prefactor belongs there, or whether it matters. When I tried to match the wave functions properly I had four equations with complex coefficients and lost my way. Three things bother me:

1. What is the exact transmission, with all the algebra?
2. Inside the barrier the wave is built from real exponentials. How can it carry a current?
3. How far should I trust the number for an actual device?

## Answer

### The model

Let the band edge be at zero for $x<0$ and $x>L$, and at $V_0$ for $0<x<L$. The electron comes from the left with energy $E$, where $0<E<V_0$. There is no bias and no scattering, and the mass $m$ is the same everywhere. Then $\psi$ and $\psi'$ are both continuous at the two edges. "Exact" below means exact for this model.

$E$ is the energy of motion along $x$ alone. If the electron also moves sideways, its wave function has a factor $e^{ik_yy}$, which adds $\hbar^2k_y^2/2m$ to the energy. With a uniform mass this addition is the same in all three regions, so it drops out of the equation along $x$.

Outside the barrier, $\psi''=-k^2\psi$; inside it, $\psi''=\kappa^2\psi$, with

$$k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar}.$$

At half height $E=V_0-E$, so $k=\kappa$. That equality simplifies everything later, but the general case costs little more and shows where the prefactor comes from.

### Matching, starting from the exit

The four equations become easy if you begin on the right, where there is just one wave. Take an incident wave of unit amplitude:

$$\psi=e^{ikx}+r\,e^{-ikx}\quad(x<0),\qquad \psi=\tau\,e^{ik(x-L)}\quad(x>L).$$

Measuring the phase of the transmitted wave from $x=L$ does not affect $|\tau|^2$. The wave number is the same on both sides, so the ratio of transmitted to incident flux is $T=|\tau|^2$.

At the exit $\psi(L)=\tau$ and $\psi'(L)=ik\tau$. The solution of $\psi''=\kappa^2\psi$ with that value and that slope is

$$\psi(x)=\tau\left[\cosh\kappa(x-L)+\frac{ik}{\kappa}\sinh\kappa(x-L)\right],\qquad 0<x<L.$$

To check it, set $x=L$: the bracket is 1, and its derivative is $\kappa\cdot ik/\kappa=ik$. Two of the four conditions are now satisfied.

Write $c=\cosh\kappa L$ and $s=\sinh\kappa L$. At $x=0$ the argument is $-\kappa L$; cosh is even and sinh is odd, so

$$\psi(0)=\tau\left[c-\frac{ik}{\kappa}s\right],\qquad \psi'(0)=\tau\left[-\kappa s+ikc\right].$$

On the left side of the same edge, $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$. Dividing the slope by $ik$ and adding the value eliminates $r$:

$$2=\psi(0)+\frac{\psi'(0)}{ik}.$$

Since $-\kappa s/(ik)=+i(\kappa/k)s$, this reads

$$2=\tau\left[2c+i\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)s\right],$$

or

$$1=\tau\left[c+\frac i2\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)s\right].$$

Take the squared modulus and use $c^2=1+s^2$:

$$\frac1T=1+s^2\left[1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2\right]
=1+\frac{s^2}{4}\left(\frac{\kappa}{k}+\frac{k}{\kappa}\right)^2.$$

The last step holds because $(a-1/a)^2+4=(a+1/a)^2$. Next,

$$\left(\frac{\kappa}{k}+\frac{k}{\kappa}\right)^2=\frac{(\kappa^2+k^2)^2}{k^2\kappa^2}=\frac{V_0^2}{E(V_0-E)},$$

because $k^2$ and $\kappa^2$ are proportional to $E$ and $V_0-E$ with the same constant. Therefore

$$T=\left[1+\frac{V_0^2\sinh^2\kappa L}{4E(V_0-E)}\right]^{-1}.$$

At half height the fraction $V_0^2/[4E(V_0-E)]$ equals 1, and $1+\sinh^2=\cosh^2$, so

$$T=\frac{1}{\cosh^2\kappa L}\qquad(E=V_0/2).$$

### The number

In convenient units $2m_0/\hbar^2=26.2468\ \mathrm{eV^{-1}\,nm^{-2}}$. Hence

$$\kappa=\sqrt{26.2468\times0.19\times0.15}\ \mathrm{nm^{-1}}=0.8649\ \mathrm{nm^{-1}},\qquad \kappa L=4.3245.$$

With $\cosh 4.3245=37.769$,

$$T=\frac1{37.769^2}=7.01\times10^{-4}.$$

About one electron in 1400 gets through. Direct numerical integration of the Schrödinger equation through the same barrier gives the same value, $7.0103\times10^{-4}$.

### Where your missing factor went

Writing the cosh as exponentials gives

$$\frac1{\cosh^2\kappa L}=\frac{4e^{-2\kappa L}}{(1+e^{-2\kappa L})^2}.$$

Your estimate is $e^{-2\kappa L}=1.753\times10^{-4}$, too small by a factor of 3.9986. The form $4e^{-2\kappa L}$ exceeds the exact result by only $3.5\times10^{-4}$ of that result, so here the denominator is negligible and the 4 is not.

At any energy below the top for which $e^{2\kappa L}\gg1$, $\sinh^2\kappa L\approx e^{2\kappa L}/4$ dominates the bracket of the general formula, and

$$T\approx\frac{16E(V_0-E)}{V_0^2}\,e^{-2\kappa L}.$$

The product $E(V_0-E)$ is largest at $E=V_0/2$, where the prefactor is 4. The transmission itself does not peak there, because the exponential keeps growing as $E$ rises:

| $E$ (eV) | prefactor | exact $T$ |
|---|---|---|
| 0.05 | 2.222 | $3.14\times10^{-5}$ |
| 0.10 | 3.556 | $1.64\times10^{-4}$ |
| 0.15 | 4.000 | $7.01\times10^{-4}$ |
| 0.20 | 3.556 | $3.04\times10^{-3}$ |
| 0.25 | 2.222 | $1.50\times10^{-2}$ |

The thick-barrier form fails when $\kappa L$ is not large. Two limits of the exact formula show this. For a thin barrier at half height, $\cosh^2\kappa L\approx1+(\kappa L)^2$, so $T\approx1-(\kappa L)^2$, which tends to 1 as it should; $4e^{-2\kappa L}$ would tend to 4.

The other limit is $E\to V_0$ at fixed $L$. There $\sinh^2\kappa L\to\kappa^2L^2=2m(V_0-E)L^2/\hbar^2$; the vanishing factor cancels and

$$T(E=V_0)=\left[1+\frac{2mV_0L^2}{4\hbar^2}\right]^{-1}.$$

Now $2mV_0/\hbar^2$ is twice the half-height value of $\kappa^2$, so the second term is $4.3245^2/2=9.35$ and $T=1/10.35\approx0.097$. An electron level with the top of this abrupt barrier is still mostly reflected.

### How the wave inside carries current

The particle flux is $J=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. A single real exponential times a complex constant gives $J=0$, because $\psi^*\psi'$ is then real. But the wave inside contains two exponentials. At half height, with $y=\kappa(x-L)$,

$$\psi=\tau(\cosh y+i\sinh y)=D\,e^{-y}+G\,e^{y},$$

$$D=\frac{\tau(1-i)}2,\qquad G=\frac{\tau(1+i)}2.$$

The slope is $\psi'=\kappa(-De^{-y}+Ge^{y})$. In the product $\psi^*\psi'$ the terms in $|D|^2$ and $|G|^2$ are real and drop out of the imaginary part. In the cross terms the exponentials cancel:

$$\mathrm{Im}(\psi^*\psi')=\kappa\,\mathrm{Im}(D^*G-G^*D)=2\kappa\,\mathrm{Im}(D^*G).$$

At half height $\tau=1/\cosh\kappa L$ is real, so $D^*G=\tau^2(1+i)^2/4=i\tau^2/2$. The result is $\kappa\tau^2$, independent of $x$. Since $\kappa=k$, it equals the value $k\tau^2$ of the transmitted wave. The current lives in the phase difference between the decaying and the growing part. If you discard the growing part because it is small near the entrance, you discard the current as well.

The same picture accounts for the factor 4. From $1+r=\psi(0)=\tau(c-is)$ and $\tau=1/c$,

$$r=-i\tanh\kappa L .$$

Hence $|r|^2+|\tau|^2=\tanh^2\kappa L+1/\cosh^2\kappa L=1$, as flux conservation demands; the reflection probability is 0.9993. The density at the entrance, relative to the incident wave, is $|1+r|^2=1+\tanh^2\kappa L=1.9993$. An infinitely high wall would have $r=-1$ and zero density there.

So the decaying part enters with a density close to 2, and reaches the exit with about $2e^{-2\kappa L}$. There the growing part has equal magnitude and is a quarter cycle out of phase, so the two densities add, which doubles the total. Two times two is your missing 4.

This factor belongs to abrupt edges. Compare a smooth barrier $V_0/\cosh^2(x/a)$ with the same height and, for $a=2.836$ nm, the same 5 nm width at $E=0.15$ eV. Its semiclassical exponential is $\exp(-2\int\kappa\,dx)$, taken between the points where $V=E$. The numerically exact transmission is 1.25 times that exponential, against 4.00 times for the rectangle. For this smooth barrier at this energy, your original recipe, with the integral in place of $\kappa L$, would therefore have been reasonable.

### How sensitive the result is

At half height $\ln T=-2\ln\cosh\kappa L$. With $E$, $V_0$ and $m$ fixed,

$$\frac{\partial\ln T}{\partial L}=-2\kappa\tanh\kappa L=-1.729\ \mathrm{nm^{-1}}.$$

One decade in $T$ corresponds to $\ln10/1.729=1.33$ nm of length. An error of 0.2 nm in $L$ already changes $T$ by a factor of about $e^{0.35}\approx1.4$.

For the mass, both $k$ and $\kappa$ scale as $\sqrt m$, so they stay equal and the cosh formula stays valid. Since $\partial(\kappa L)/\partial\ln m=\kappa L/2$,

$$\frac{\partial\ln T}{\partial\ln m}=-\kappa L\tanh\kappa L=-4.32.$$

A mass 5% larger lowers $T$ by roughly 20%.

Changing $E$ at fixed $V_0$ takes you away from half height, so start from the general formula, $\ln T=-\ln(1+g\sinh^2\kappa L)$ with $g=V_0^2/[4E(V_0-E)]$. At half height $g=1$ and $dg/dE=0$, because $E(V_0-E)$ is stationary there. What remains is the change of $\kappa$, with $d\kappa/dE=-\kappa/[2(V_0-E)]$:

$$\frac{\partial\ln T}{\partial E}=-\frac{2sc\,L}{c^2}\,\frac{d\kappa}{dE}=\frac{\kappa L\tanh\kappa L}{V_0-E}=28.8\ \mathrm{eV^{-1}}.$$

An extra 0.05 eV thus multiplies $T$ by about $e^{1.44}\approx4.2$, close to the 4.3 between the third and fourth rows of the table.

### What it means for a transistor

A silicon film with a (001) surface is the natural setting for your mass. Confinement favours the valleys whose heavy axis is normal to the film, and their in-plane mass is roughly $0.19\,m_0$. A 5 nm channel is shorter than is typical of production silicon transistors; it belongs to research devices and projections. A real device does not have a flat, abrupt barrier, and its band structure is not that of a single constant mass. To see how much this matters, the following changes were each made separately, with $E=0.15$ eV and a maximum height of 0.3 eV:

- **Rounded barrier.** The smooth barrier above, 5 nm wide at $E$, gives $T=2.1\times10^{-3}$, 3.0 times the rectangular value. A parabola that is 5 nm wide at its base is narrower at $E$, and gives $1.4\times10^{-2}$, 20 times the rectangular value. "5 nm" means little until you say at which energy it is measured.
- **Drain voltage.** Suppose the barrier top falls linearly along the channel and the drain band edge falls by the same total amount. A drop of 0.1 V raises $T$ by a factor of 4.2. A drop of 0.6 V gives $T=0.32$, about 460 times larger. The second case is extreme: the gate does nothing to flatten the channel potential, and the barrier falls below $E$ after 1.25 nm. It is still not an upper limit, because a drain voltage that also lowers the barrier top raises $T$ further.
- **Nonparabolic band.** With a rough silicon value of 0.5 eV$^{-1}$, I let the mass vary as $m[1+\alpha(E-V)]$ and matched $\psi$ and $\psi'/m$. The mass in the barrier falls by 7.5%, and $T$ rises by a factor of 1.38. This measures $E-V$ from the bulk band edge. In a film the confinement energy adds to it and works the other way: with hard walls the factor drops to about 1.3 for a 5 nm film and 1.1 for a 3 nm film, and falls below 1 near 2 nm.
- **Other valleys.** If the heavy mass, roughly $0.92\,m_0$, lies along the channel, $T$ falls to $2.2\times10^{-8}$. At this $E$ and $V_0$ such valleys contribute almost nothing to tunnelling; closer to the barrier top the two masses differ less in transmission. This covers only two of the four remaining valleys, and only for a channel along [100]. The other two keep the light mass along the channel and are held back only by their higher subband edge, so in a film of 5 nm or more they can add appreciably. For a channel along [110] all four have a transport mass near $0.315\,m_0$, for which $T\approx5.8\times10^{-5}$, about 8% of the light-mass value.

So within the model $T=7.0\times10^{-4}$, but for a device I would trust it at best as an order of magnitude, and only if the gate keeps the barrier nearly flat and its height and length are well known. With $E$ fixed, an error of 0.05 eV in $V_0$ alone changes $T$ by a factor of about 4 to 5. Phonon-assisted tunnelling, interface roughness, individual dopants and the self-consistent charge are left out, and I have not estimated them.

A single energy is also not a current. Take the source at 300 K with its Fermi level 0.10 eV above the subband edge, which means $1.6\times10^{13}$ electrons per cm² in that one subband, counting both of its valleys. A state at $E=0.15$ eV with no transverse energy is then occupied with probability 0.13. I summed the flux injected from the source over all longitudinal and transverse energies, keeping the unbiased rectangular barrier and ignoring injection from the drain. Of the transmitted flux, 83% passes below the barrier top.

The total is nevertheless only 1.95 times the classical over-barrier flux, in which every electron above the top gets through and none below it. The two figures fit together because the part above the top is just $1.95\times(1-0.834)\approx0.32$ of its classical value. The abrupt edges reflect the rest, as the value $T\approx0.097$ at the top already suggests. These figures belong to the rectangle and to one subband. The smooth barrier above has $T\approx0.56$ at its top and passes 0.73 of the classical flux above it. About 90% of its flux passes below the top, and the total is about 7 times the classical value.

For your estimate, then, use $1/\cosh^2\kappa L$ if you want the rectangular barrier at half height. If you want the device, spend the effort on the potential profile first: at this energy a barrier that is narrower at $E$, or a large drain voltage, can move the answer by much more than the factor 4 you were missing. The main values are in the numerical output below.

## Computed results

```
barrier height V0 = 0.30 eV, length L = 5.0 nm
mass = 0.19 m0, energy E = 0.15 eV
2 m0/hbar^2 = 26.2468 1/(eV nm^2)
k outside = 0.8649 1/nm
kappa inside = 0.8649 1/nm
kappa L = 4.3245
cosh(kappa L) = 37.769
exact T, formula = 7.0103e-04
exact T, integrated equation = 7.0103e-04
reflection probability = 0.999299
density at entrance / incident density = 1.9993
bare exponential exp(-2 kappa L) = 1.7532e-04
thick-barrier form 4 exp(-2 kappa L) = 7.0128e-04
exact T / bare exponential = 3.9986
relative excess of thick-barrier form = 3.51e-04
d lnT/dL = -1.7292 1/nm
length change per decade of T = 1.332 nm
d lnT/dE = 28.82 1/eV
d lnT/d ln m = -4.323
E = 0.05 eV: T = 3.145e-05, thick-barrier prefactor = 2.222
E = 0.10 eV: T = 1.635e-04, thick-barrier prefactor = 3.556
E = 0.15 eV: T = 7.010e-04, thick-barrier prefactor = 4.000
E = 0.20 eV: T = 3.044e-03, thick-barrier prefactor = 3.556
E = 0.25 eV: T = 1.505e-02, thick-barrier prefactor = 2.222
Neglected effects (T, and ratio to the rectangular T):
smooth sech^2 barrier, length a = 2.836 nm
  T = 2.114e-03, ratio = 3.02
  T / its bare exponential = 1.253
parabola, 5 nm base: T = 1.420e-02, ratio = 20.2
mass 0.92 m0: T = 2.171e-08, ratio = 3.10e-05
nonparabolicity 0.5 1/eV: T = 9.701e-04, ratio = 1.38
linear drop 0.1 V: T = 2.959e-03, ratio = 4.2
linear drop 0.6 V: T = 3.244e-01, ratio = 462.8
temperature = 300 K, kT = 0.02585 eV, 1/kT = 38.68 1/eV
source Fermi level = 0.10 eV above subband edge
source sheet density = 1.60e+13 1/cm^2
occupation at E, no transverse energy = 0.1263
share of source flux below barrier top = 0.834
total flux / classical over-barrier flux = 1.95
```
